How dead space lowers avalanche noise for equal ionisation coefficients

Q: I am designing an avalanche region with a uniform field. The ionisation coefficient is a function of the local field, so once I know the field I know the coefficients. Mine are equal for electrons and holes, and then the excess noise factor equals the mean gain. Making the region thinner cannot change that.

A: Let us first see what your conclusion rests on. Take a region 0 < x < W, with electrons moving to +x and holes to −x, and inject one electron at x = 0. Let N be the final number of electron-hole pairs, the injected carrier counting as one. The mean gain is M = ⟨N⟩ and the excess noise factor is F = ⟨N²⟩/⟨N⟩². How do you get F = M?

Q: A pair born at x sends an electron over the length W − x and a hole over x. Together they cover W, wherever the pair was born. With a constant rate α per length, the number K of their direct offspring is Poisson distributed with mean m = αW. Each offspring starts a family like the first, so

M = 1 + mM, hence M = 1/(1 − m).

The variance V of N has one part from the variances of the K families and one from the randomness of K itself:

V = mV + mM², hence V = mM²/(1 − m) = mM³.

Since mM = M − 1,

F = 1 + V/M² = 1 + mM = M.

A: That is correct for a local rate. It uses two properties: the mean number of offspring does not depend on the birthplace, and that number is Poisson distributed. Both need a carrier that can ionise immediately after its birth.

Q: Why could it not? It sits in the same field as every other carrier.

A: It lacks the energy. To create a pair, a carrier needs at least a threshold energy E_th, and a carrier that starts cold must gain it from the field ℰ. Without energy losses on the way, this takes the dead space

d = E_th/(qℰ).

I use a simple model. A carrier cannot ionise within d of its birth or of its last ionisation; beyond d it ionises at the rate α* per length. After an ionisation all three carriers start cold. Electrons and holes have the same d and α*.

Q: Then the coefficient is α*, and that is still a function of the field.

A: α* is, but the ionisation rate of a given carrier is not. Follow a carrier through its successive ionisations. The k-th occurs at the distance kd plus the sum of k exponentially distributed lengths, each of mean 1/α*. That sum has a gamma distribution, so the mean number of ionisations per length, at distance s from birth, is

u(s) = Σ α* [α*(s − kd)]^(k−1) exp[−α*(s − kd)]/(k − 1)!,

summed over all k ≥ 1 with kd ≤ s. It is zero for s < d, jumps to α* at s = d, and far from the birthplace settles to the inverse of the mean spacing between ionisations:

α∞ = 1/(d + 1/α*).

One field thus gives rates between zero and α*, depending on the carrier's history. The settled value α∞ can serve as a local coefficient only if d/W is small compared with 1/M, because the cold starts change the mean number of offspring by an amount of order d/W while 1 − αW is only 1/M. In the 2000 nm example below, 25 dead spaces long, α∞W = 0.971 would give a gain of about 35 where the actual gain is 10. This rules out α∞, not every coefficient that depends on the field alone. Counting the three cold starts per ionisation, 1/(3d + 1/α*) gives a gain of 10.1 in that region, though only 6.8 in the 200 nm example, where the actual gain is also 10. A local theory with this coefficient still predicts F = M.

Q: Suppose I accept that. How do I calculate the noise if the offspring are no longer Poisson distributed?

A: With recurrence equations in the birthplace. Let Z(x) be the number of carriers that finally descend from an electron starting cold at x, itself included, and Y(x) the same for a hole. The free path to the next ionisation has the density

h(s) = α* exp[−α*(s − d)] for s > d, and zero otherwise.

The probability of no ionisation over a length s is S(s) = 1 for s ≤ d and S(s) = exp[−α*(s − d)] beyond. An electron from x either leaves without ionising, and Z = 1, or first ionises at some ξ. In the second case two electrons and one hole start at ξ, and Z(x) = Z₁(ξ) + Z₂(ξ) + Y(ξ) with independent terms. With the means z and y,

z(x) = S(W − x) + ∫ₓ^W h(ξ − x)[2z(ξ) + y(ξ)] dξ.

The equation for holes is the mirror image, so y(x) = z(W − x). For the second moments z₂ and y₂, square the sum of three. The squares give 2z₂ + y₂, the product of the two electron terms gives 2z², and the two electron-hole products give 4zy:

z₂(x) = S(W − x) + ∫ₓ^W h(ξ − x)[2z₂ + y₂ + 2z² + 4zy] dξ,

with all functions in the bracket taken at ξ. The injected electron finally yields N electrons and N − 1 holes, so Z(0) = 2N − 1 and N = [Z(0) + 1]/2. Therefore

M = [z(0) + 1]/2,
F = [z₂(0) + 2z(0) + 1]/[z(0) + 1]².

Q: These need a computer. Is there a case in which I can see the result on paper?

A: Yes, W/2 ≤ d < W. Put L = W − d, so that L ≤ d. An electron born at x can ionise only if x < L, a hole only if x > d, so at most one partner of a pair can ionise. When an electron ionises at ξ > d, the two electrons there have less than W − d ≤ d left and cannot ionise again. Only the new hole may continue. The avalanche is a single chain.

Let u be the distance of the birthplace from the edge behind the carrier that can still ionise, 0 ≤ u ≤ L. It ionises at the distance u + d + s from that edge, with s exponentially distributed, provided s < L − u. The next active carrier moves the opposite way, and its distance from the edge behind it is W − (u + d + s) = L − u − s. Writing α for α* in this calculation, the mean number n(u) of pairs from here on, the present one included, obeys

n(u) = 1 + ∫₀^(L−u) α e^(−αs) n(L − u − s) ds.

Set u = L − r, v = r − s and m(r) = n(L − r), where m is now a function:

m(r) = 1 + ∫₀^r α e^(−α(r−v)) n(v) dv.

Differentiating gives αn(r) from the upper limit and −α[m(r) − 1] from the exponential. The equation for n follows by replacing r with L − r, which reverses the sign of the derivative:

m′ = α(1 − m + n),
n′ = −α(1 − n + m).

Subtracting and adding,

(n − m)′ = −2α,
(n + m)′ = 2α(n − m).

The difference n − m changes sign under r → L − r, so it vanishes at L/2 and equals α(L − 2r). Then

n + m = C + 2α²r(L − r).

At r = 0 we have m(0) = n(L) = 1, because the integral is empty there, and n(0) = 1 + αL from the difference. So C = 2 + αL, and half the sum of n + m and n − m is

n(r) = 1 + α(L − r)(1 + αr).

The injected electron starts at u = 0, so M = 1 + α*(W − d). In this regime the mean gain is finite for every finite α*: there is no avalanche breakdown.

Q: That is the gain. My claim was about the noise.

A: Let q(u) be the second moment. If the chain continues with N′ further pairs, (1 + N′)² = 1 + 2N′ + N′². The integral equation is the previous one with 2n + q in place of n under the integral. With p(r) = q(L − r), the same differentiation gives

p′ = α(1 − p + 2n + q),
q′ = −α(1 − q + 2m + p),
(q − p)′ = −2α(1 + n + m).

Integrate the last line from 0 to L. Since q − p is antisymmetric about L/2, the left side is −2[q(0) − p(0)], and p(0) = q(L) = 1. Hence

q(0) = 1 + α∫₀^L (1 + n + m) dr
= 1 + α∫₀^L [3 + αL + 2α²r(L − r)] dr.

The integral of r(L − r) is L³/6. With a = αL = M − 1,

q(0) = 1 + 3a + a² + a³/3 = M³/3 + 2M − 4/3,

because the terms in M² cancel. Dividing by M²,

F = M/3 + 2/M − 4/(3M²),
M − F = 2(M³ − 3M + 2)/(3M²) = 2(M − 1)²(M + 2)/(3M²).

The last expression is positive for every M > 1. The carriers are identical, and F is still below M. At M = 10 the formula gives 3.333 + 0.200 − 0.013 = 3.52, where you expected 10.

Q: If a single chain is left, I would expect almost no noise. Why does F still grow with M?

A: The length of the chain is random. If every link continued with the same probability p, we would have M = 1/(1 − p) and variance p/(1 − p)², so F = 1 + p, which stays below 2. Here the probability depends on the birthplace, and at high gain F approaches M/3. The dead space makes the avalanche less random than the local process at the same gain, but it does not make the gain nearly deterministic.

Q: Your case is extreme. With d = E_th/(qℰ) and the voltage V = ℰW across the region,

d/W = E_th/(qV).

For d ≥ W/2 the voltage is at most 2E_th/q.

A: Yes, so take an ordinary case with round model parameters: E_th = 2 eV, W = 200 nm and 500 kV/cm. Then V = 10 V, d = 2 V/(5 × 10⁷ V/m) = 40 nm, and d/W = 0.20. I adjust α* until M = 10, rather than predict it from the field. The recurrences then give α* = 8.73 per µm and F = 5.16, about half the local value. A direct simulation of 300,000 injected electrons, which follows the carriers and uses no recurrence, gives M = 9.95 ± 0.04 and F = 5.12 ± 0.04 (standard errors).

The standard deviation of the gain is M√(F − 1) = 10√4.156 = 20.4, against 30 in the local theory. It is still twice the mean.

Q: Could I keep the local theory and simply insert α∞?

A: Not here. The mean spacing is 40 nm + 1/(8.725 per µm) = 40 nm + 115 nm = 155 nm, so α∞ = 6.47 per µm and α∞W = 1.29. Your formula M = 1/(1 − αW) has no finite gain once αW reaches 1, yet the actual gain is 10. The reason is the cold starts. The injected electron makes 1.07 ionisations on average, not 1.29. A pair born inside shares the same total length between two carriers, each with its own initial dead space. It has no more offspring on average than the injected electron, because a carrier already under way never has more than d left to wait, while a new one has all of d. That bound is still above 1, but pairs born well inside fall below it. For a pair born at the middle, each carrier has 100 nm. With α*(100 nm − 40 nm) = 0.5235 and α*(100 nm − 80 nm) = 0.1745, it ionises at least once with probability 1 − e^(−0.5235) = 0.408 and twice with probability 1 − 1.1745 e^(−0.1745) = 0.014. The pair therefore has about 0.84 offspring on average, fewer than one.

Q: How do you know that the regularity of the ionisations lowers the noise, and not just this changed pattern of places?

A: By changing one and keeping the other. A pair born at x has offspring at ξ with the mean density u(|x − ξ|), so its mean progeny, now as a function of x, obeys

n(x) = 1 + ∫₀^W u(|x − ξ|) n(ξ) dξ.

Now keep this density but let the offspring appear independently, as a Poisson process. The mean gain is unchanged. A small interval dξ holds an offspring with probability u dξ and then contributes a family with second moment n² + V. To first order in dξ that is also the variance contributed, so

V(x) = ∫₀^W u(|x − ξ|)[n(ξ)² + V(ξ)] dξ.

For the 200 nm region this artificial process has F = 1 + V(0)/n(0)² = 7.62. The changed mean pattern therefore lowers F from 10 to 7.62, and the regularity of the events lowers it further to 5.16. Both effects come from the dead space, and they contribute about equally here. The regularity also shows in the injected electron's own ionisations: their number has variance 0.63 for a mean of 1.07, a ratio of 0.59, where a Poisson count would have 1.

Q: And a thick region brings back my result?

A: It approaches it. Take W = 2000 nm at 250 kV/cm with the same threshold. Now V = 50 V, d = 80 nm and d/W = 0.04. The dead space is longer in nanometres but a smaller part of the region. At M = 10, F = 8.77, still 12 percent below the local value.

What counts is d/W, not the width alone. If all lengths are measured in units of W, the recurrences contain only d/W and α*W. Two regions with the same threshold and voltage therefore have the same F at the same gain in this model, whatever their widths. The thin region is less noisy here because it works at a lower voltage, which makes d/W larger.

Q: Then I should make d/W as large as I can.

A: The numbers do not support that. At M = 10, F falls from 10 at d/W = 0 to 7.18 at 0.10, 3.86 at 0.30 and 2.81 at 0.40, but it is 3.52 at 0.50 and 0.60. The last two agree because the closed formula contains d only through M. Between 0.40 and 0.50, F first falls further, to about 2.3 near 0.46, and then rises, so at this gain the noise does not fall steadily with dead space. The size of the rise depends on the gain: it is barely visible at M = 3 (1.51 to 1.52), while at M = 30 F goes from about 3.4 at 0.48 to about 10 at 0.50. I have not derived the reason for this rise. The required α*W also rises steeply, from 4.8 at 0.40 to 18 at 0.50. I adjusted α* freely to reach these gains. In a material the field fixes both d and α*, so a gain of 10 may be out of reach at the larger values of d/W.

Q: Which parts of this may I rely on for a real device?

A: Within the model, F < M is proved for W/2 ≤ d < W. For smaller d it is computed at the values in the numerical output, for M = 3 and M = 10, and not proved in general. The comparison is at equal mean gain; at equal α* the gain itself would differ.

The model assumes a uniform field, cold injection, a sharp threshold and equal carriers. It also lets every carrier start cold after an ionisation, so any energy gained beyond the threshold is discarded. This is a strong simplification: in the 200 nm region the mean path beyond the dead space is 115 nm, and without losses the field would supply 5.7 eV over it, nearly three times the threshold. Carriers that keep part of such a surplus after an ionisation have shorter dead spaces next time, so the values of F given here belong to the model and are not predictions for a material. Energy lost to lattice vibrations lengthens the path to threshold and makes it vary from carrier to carrier, which blurs the sharp dead space. A carrier injected hot has a shorter first dead space. In a non-uniform field, and still without losses, d follows from the condition that qℰ integrated along the path equals E_th. Energy losses change h(s); hot injection changes only the first free path of the injected carrier; a non-uniform field makes the free-path density depend on the starting point as well as on s, and in general removes the mirror relation y(x) = z(W − x), so the electron and hole equations must be solved together. In each case the values of F must be calculated again. Your derivation of F = M assumes equal coefficients and also a dead space that is negligible compared with W.

Calculated quantities

```
threshold energy 2.0 eV, mean gain M = 10
thin: W = 200 nm, field = 500 kV/cm, voltage = 10 V
thin: dead space d = 40 nm, d/W = 0.20
thin: alpha* = 8.7250 per um, alpha* W = 1.7450
thin: settled alpha_inf = 6.4678 per um, alpha_inf W = 1.2936
thin: F = 5.156 (local value 10)
thin: F with Poisson children, same mean pattern = 7.619
thin: standard deviation of gain = 20.39 (local 30.00)
thick: W = 2000 nm, field = 250 kV/cm, voltage = 50 V
thick: dead space d = 80 nm, d/W = 0.04
thick: alpha* = 0.5052 per um, alpha* W = 1.0103
thick: settled alpha_inf = 0.4855 per um, alpha_inf W = 0.9711
thick: F = 8.772 (local value 10)
thick: F with Poisson children, same mean pattern = 9.386
thick: standard deviation of gain = 27.88 (local 30.00)
thin, simulation of 300000 electrons: M = 9.949 +- 0.037
thin, simulation: F = 5.116 +- 0.036
thin, ionisations by the injected electron: mean = 1.0683, variance = 0.6285
thin, variance/mean = 0.5883 (Poisson: 1)
M = 3, d/W = 0.00: alpha* W = 0.6667, F = 3.000
M = 3, d/W = 0.10: alpha* W = 0.8563, F = 2.514
M = 3, d/W = 0.20: alpha* W = 1.1422, F = 2.126
M = 3, d/W = 0.30: alpha* W = 1.5930, F = 1.836
M = 3, d/W = 0.50: alpha* W = 4.0000, F = 1.519
M = 3, closed form for d >= W/2: F = 1.519
M = 10, d/W = 0.00: alpha* W = 0.9000, F = 10.000
M = 10, d/W = 0.05: alpha* W = 1.0412, F = 8.486
M = 10, d/W = 0.10: alpha* W = 1.2192, F = 7.181
M = 10, d/W = 0.20: alpha* W = 1.7450, F = 5.156
M = 10, d/W = 0.30: alpha* W = 2.6840, F = 3.863
M = 10, d/W = 0.40: alpha* W = 4.8167, F = 2.809
M = 10, d/W = 0.50: alpha* W = 18.0001, F = 3.520
M = 10, d/W = 0.60: alpha* W = 22.5004, F = 3.520
M = 10, closed form for d >= W/2: F = 3.520
```
